When a Chain with Alternating Bonds Has a Midgap End State

## First half: the unaltered end

Q: I have heard that cutting a chain with alternating bonds can leave an electron state at the cut, in the middle of the energy gap. Before I object, what exactly is the chain?

A: It has one orbital on each site, and all the orbitals have the same energy E0. They are orthogonal, the electrons are independent, and an electron hops only between neighbouring sites. The sites are grouped in cells j = 1, 2, 3, ..., and cell j holds a site A_j followed by a site B_j. The hopping inside a cell is u, and the hopping from B_j to A_{j+1} is w. Both are real and nonzero, with either sign. "Stronger" refers to the modulus.

The chain begins at A_1 and has no far end. The bond that would have joined A_1 to a site B_0 is therefore the cut one, and it is a w bond. I assume at first that the cut changes nothing else: the site energy of A_1 and the first remaining hopping keep their bulk values.

Let E be the energy of a state, and let ε = E − E0. I use A_j and B_j also for the amplitudes on those sites. The Schrödinger equation, read site by site, is

ε A_j = u B_j + w B_{j−1}   (1)

ε B_j = u A_j + w A_{j+1}   (2)

for every j ≥ 1, with

B_0 = 0.   (3)

Condition (3) expresses the cut. It makes equation (1) for j = 1 read ε A_1 = u B_1, as it should. Only energies enter, so no choice of electromagnetic units is involved.

An end state means a nonzero solution for which the sum of |A_j|² + |B_j|² over all cells is finite. A state that spreads along the whole chain does not qualify.

Q: Where is the gap in which this state is supposed to lie?

A: Deep in the chain, try A_j = a exp(ikj) and B_j = b exp(ikj), with k real. Equations (1) and (2) become

ε a = (u + w exp(−ik)) b

ε b = (u + w exp(ik)) a.

Multiply the first by ε and insert the second. A nonzero solution requires

ε² = (u + w exp(−ik))(u + w exp(ik))
= u² + w² + 2uw cos k.   (4)

As cos k runs from −1 to 1, ε² runs between (|u| − |w|)² and (|u| + |w|)². There are two bands, one the mirror image of the other about ε = 0. Between them lies a gap of width

2 | |u| − |w| |.

Its middle is ε = 0. If the two moduli are equal, the gap closes.

Notice that (4) does not change when u and w are exchanged. The bulk bands therefore cannot tell which bond was cut.

Q: That is my first difficulty. If the bands are the same for both cuts, why should the ends differ? Try the middle of the gap and show me.

A: Set ε = 0. The two equations then separate, because (1) contains only B amplitudes and (2) only A amplitudes:

u B_j + w B_{j−1} = 0

u A_j + w A_{j+1} = 0.

Take the B sites first. For j = 1, condition (3) gives u B_1 = 0, and since u is nonzero, B_1 = 0. The equation for j = 2 then gives B_2 = 0, and so on down the chain. All B amplitudes vanish.

The A sites have no such starting condition. Their amplitudes obey

A_{j+1} = −(u/w) A_j,

so that

A_j = (−u/w)^{j−1} A_1.   (5)

Write r = |u/w|. The total weight is

A_1² (1 + r² + r⁴ + ...).

This series converges if and only if r < 1, that is, if |w| > |u|. Its sum is then A_1²/(1 − r²). Setting the total weight to one gives

A_1² = 1 − r² = 1 − u²/w².   (6)

I call this end-site weight Z. So a state at the middle of the gap exists if and only if the cut bond w is the stronger one. It is unique up to an overall factor, because (5) leaves only A_1 free.

Q: The algebra is short, but I don't see what the stronger bond does physically.

A: Look at site B_1, which receives amplitude from A_1 through u and from A_2 through w. At ε = 0 the two contributions must cancel. If the bond to A_2 is the stronger, a smaller amplitude on A_2 is enough to cancel the contribution from A_1. The same balance at B_2 makes A_3 smaller again. If the bond to A_2 is the weaker, A_2 must be larger than A_1, and the solution grows into the chain.

The two extreme limits show the same thing. When u tends to zero, A_1 loses its only partner and becomes an isolated orbital at ε = 0. All other sites form pairs joined by w. When w tends to zero instead, A_1 and B_1 form an intact pair with energies ±|u|, and no orbital is left over.

Q: You have tested one energy. Cutting the weaker bond might still produce an end state elsewhere in the gap, or above the bands. The word "only" has not been earned.

A: It has not, so take ε ≠ 0 and eliminate the A amplitudes. Multiply (2) by ε:

ε² B_j = u (ε A_j) + w (ε A_{j+1}).

Now use (1) for both brackets:

ε² B_j = u (u B_j + w B_{j−1}) + w (u B_{j+1} + w B_j).

Collecting terms gives

(ε² − u² − w²) B_j = uw (B_{j−1} + B_{j+1}),   B_0 = 0.   (7)

This holds for every j ≥ 1, including j = 1. It is the equation of a uniform chain that simply stops. No term at its first site differs from the bulk terms.

Try B_j = λ^j. Equation (7) requires

λ + 1/λ = (ε² − u² − w²)/(uw).   (8)

If λ solves this, so does 1/λ. When the two roots differ, the general solution is c λ^j + d λ^{−j}, and B_0 = 0 forces d = −c. Hence

B_j = c (λ^j − λ^{−j}).

If |λ| differs from one, one of the two terms grows without limit. If |λ| = 1 and λ = exp(ik), the solution is proportional to sin(kj), whose square averages one half, so the total weight diverges. When the roots coincide, λ is 1 or −1. The general solution is then (c + dj) λ^j, and B_0 = 0 leaves d j λ^j, which also grows.

No nonzero choice of B is therefore normalizable. An end state with ε ≠ 0 would need B_j = 0 for every j, and (1) then gives ε A_j = 0, hence A_j = 0. There is no end state at any nonzero ε, whichever bond is cut.

Together with the result at ε = 0, this gives the complete statement for the unaltered end. If |w| > |u|, there is exactly one end state, and it lies at midgap. If |w| ≤ |u|, there is none at any energy.

Q: Something is odd. The B sites see no defect at the end, yet the chain can have an end state. Where is the effect of the cut hidden?

A: On the A sites. Eliminate B instead, by multiplying (1) by ε and using (2). For j ≥ 2,

ε² A_j = (u² + w²) A_j + uw (A_{j−1} + A_{j+1}).

For the first site, ε A_1 = u B_1, and therefore

ε² A_1 = u (ε B_1) = u² A_1 + uw A_2.

The diagonal term is u² rather than u² + w². The missing w² is the trace of the cut bond. The zero-energy state lives entirely on the A sites, where this deficit is felt. At nonzero energy a state must have amplitude on B as well, and there (7) forbids localization.

Q: I would like to see numbers for a chain that is not in an extreme limit.

A: Take hoppings of −4.0 eV and −1.5 eV and a cell length of 0.25 nm. These are round model values. Let the cut bond be the strong one, so w = −4.0 eV and u = −1.5 eV. The gap is

2 × (4.0 − 1.5) eV = 5.0 eV,

and the outer band edges are at ±5.5 eV. From one A site to the next the amplitude is multiplied by

−u/w = −1.5/4.0 = −0.375.

The end-site weight is

Z = 1 − 0.375² = 0.859.

The weights on A_1, A_2 and A_3 are 0.859, 0.121 and 0.017, and there is none on the B sites. If the amplitude is written as falling like exp(−x/ξ), with x measured in whole cells along the chain, then

ξ = 0.25 nm / ln(4.0/1.5) = 0.255 nm.

The state is thus concentrated on the last site, with a small tail.

Now keep the two hopping values and the spacing fixed, but cut a weak bond. This exchanges the roles: u = −4.0 eV and w = −1.5 eV. The bulk gap remains 5.0 eV, and the end state is gone.

Q: What if the two hoppings are nearly equal? I would expect the difference between the cuts to fade.

A: It fades in size, while the criterion stays sharp for a half-infinite chain. As r approaches one from below, Z = 1 − r² tends to zero and ξ grows without limit. The gap closes at the same time. At equality the amplitudes in (5) keep a constant modulus, and the state is no longer normalizable.

As an illustration, I diagonalized the Hamiltonian matrix of a chain of 400 sites whose two ends both cut a w bond. With u = −2.9 eV and w = −3.1 eV it has two states in the gap, one for each end. With the values exchanged it has none. With both equal to −3.0 eV there is no gap, and no state lies outside the bands.

Q: In the strong-cut example, 0.859 of the end orbital is in the midgap state. Where is the rest?

A: In the two bands, in equal parts. If (A, B) solves the equations at energy ε, then (A, −B) solves them at −ε: the sign change reverses the right side of (1) and the left side of (2). The weight on A_1 is the same in both states. The total weight of the orbital A_1 over all eigenstates is one, so each band holds

(1 − Z)/2 = u²/(2w²) = 0.070.

This applies when |w| > |u|. When there is no end state, each band holds one half.

Q: Can the value of Z be obtained without first finding the state? That would remove my suspicion that something was lost in counting solutions.

A: Yes, from the response of the end site. Let H be the Hamiltonian measured from E0, and let g(z) be the diagonal element of 1/(z − H) on A_1, with z off the real axis. To find it, solve (z − H)x = e, where e is one on A_1 and zero elsewhere. The first row is

z x(A_1) − u x(B_1) = 1.

The remaining chain starts at B_1 and is driven by u x(A_1). If h is its own end response, x(B_1) = h u x(A_1). Since g = x(A_1),

g = 1/(z − u² h).

Removing B_1 as well leaves a chain that starts at A_2 and is identical to the original. The same reasoning gives

h = 1/(z − w² g).

Set y = zg. Then h = z/(z² − w² y), and

y = z/(z − u² h) = (z² − w² y)/(z² − w² y − u²).

Put z = iη with η > 0 and multiply out:

w² y² + (u² − w² + η²) y − η² = 0.   (9)

The product of the roots is −η²/w², so one root is positive and the other negative. To choose between them, write g as a sum over eigenstates with weights p on A_1. Each contributes p iη/(iη − ε) to y. The states at ε and −ε have equal weight, so the imaginary parts cancel, leaving the sum of p η²/(η² + ε²). This is positive, and as η tends to zero it tends to the weight found exactly at ε = 0.

In that limit (9) becomes y (w² y + u² − w²) = 0. The positive root of (9) tends to 1 − u²/w² if |w| > |u|, and to zero otherwise. This is the same Z and the same criterion, reached without constructing the state.

## Second half: altered ends and the limits of the model

The symbols carry over. Cell j holds sites A_j and B_j, u is the hopping inside a cell, w is the hopping between cells, and the chain starts at A_1 because a w bond was cut. Energies ε are measured from the common site energy. The bulk bands occupy (|u| − |w|)² ≤ ε² ≤ (|u| + |w|)². With an unaltered end there is one end state if |w| > |u|, a "strong cut", and none if |w| ≤ |u|. The state lies at ε = 0 on the A sites, with A_{j+1} = −(u/w)A_j. With r = |u/w|, its weight on A_1 is Z = 1 − r². The example has hoppings of −4.0 and −1.5 eV, for which a strong cut gives r = 0.375 and Z = 0.859.

Q: You assumed that the last site keeps its energy. At a real surface it will not. Does the result survive?

A: The state survives over a finite range of shifts, but it leaves midgap. Let A_1 have the additional energy U ≠ 0. Its equation is

ε A_1 = U A_1 + u B_1.

First take ε = 0. The other equations give A_{j+1} = −(u/w)A_j and B_{j+1} = −(w/u)B_j. At a strong cut the B sequence grows, so B must vanish, and U A_1 = 0 removes A too. If |w| ≤ |u|, the A sequence does not decay, so A vanishes, and the first equation removes B. A nonzero U therefore leaves no end state exactly at midgap.

For ε ≠ 0, define an auxiliary number B_0 by w B_0 = U A_1. The first equation then has the bulk form, and elimination gives a uniform recursion for each set of amplitudes. A decaying solution must be

A_j = λ^{j−1},   B_j = (U/w) λ^j,   |λ| < 1,

with the scale chosen so that A_1 = 1. The equations at A_1 and B_1 become

ε = U + (uU/w) λ   (10)

εUλ/w = u + wλ.   (11)

Insert (10) into (11) and multiply by w²:

f(λ) = U²u λ² + w(U² − w²) λ − uw² = 0.   (12)

Both hoppings may be taken positive here. Reversing the sign of every B orbital reverses u and w together, while reversing both orbitals in every second cell reverses w alone. Neither operation changes U or any energy. Then f(0) is negative and the parabola opens upward, so (12) has one root on each side of zero. At the ends of the allowed interval,

f(1) = (u + w)(U² − w²)

f(−1) = (u − w)(U² − w²).

The positive root decays if f(1) > 0, and the negative root decays if f(−1) > 0. The bulk relation ε² = u² + w² + uw(λ + 1/λ) tells where the states lie. A negative λ with |λ| < 1 makes λ + 1/λ less than −2, so ε is in the gap. A positive one puts ε beyond the outer band edges.

At a strong cut there is thus a gap state for |U| < |w| and none for |U| > |w|, when a state beyond the outer edges takes its place. At a weak cut there is no end state for |U| < |w|. For |U| > |w| there are two, one in the gap and one outside the bands.

Q: So a weak cut can produce a gap state after all.

A: It can, if the end site is shifted by more than the hopping that was cut. The claim holds for an unaltered end, and "midgap" matters in it. To find the energy, rewrite (10) as εw/U − w = uλ, and divide (11) by λ to get εU/w − w = u/λ. Multiplying the two gives

(εw/U − w)(εU/w − w) = u²,

or

ε² − ε(U + w²/U) + w² − u² = 0.   (13)

Only roots for which λ from (10) has |λ| < 1 are kept. For small U at a strong cut, the terms that dominate are −εw²/U and w² − u². They give

ε ≈ (1 − u²/w²) U = ZU.

The state follows the shift in proportion to its weight on the shifted site. For U = 0.50 eV this estimate is 0.859 × 0.50 eV = 0.430 eV, while (13) gives 0.429 eV. For U = 3.2 eV the state is at 2.35 eV, close to the gap edge at 2.5 eV. For U = 5.0 eV, which exceeds |w| = 4.0 eV, the remaining end state is at 5.85 eV, above the upper band.

At a weak cut |w| is 1.5 eV. A shift of 1.2 eV produces nothing, whereas 3.0 eV produces levels at −2.28 and 6.03 eV.

Q: A surface also relaxes, so the first remaining bond changes its strength. Does that move the midgap state?

A: At a strong cut it does not, as long as the site energies stay equal. Let the first bond be u1 ≠ 0, with all other bonds as before. At ε = 0, the equation at A_1 gives u1 B_1 = 0, and all B amplitudes vanish as before. The equation at B_1 gives A_2 = −(u1/w)A_1, after which each step again multiplies the amplitude by −u/w. A change in one ratio cannot alter whether the infinite series converges. The criterion is still |w| > |u|, although the weight on A_1 changes.

Away from ε = 0 there can be new states. Eliminating A at the first two sites gives

ε² B_1 = (u1² + w²) B_1 + uw B_2.

For j ≥ 2 the bulk equation (7) holds. Put B_j = λ^{j−1}. The two conditions are

ε² = u1² + w² + uwλ

ε² = u² + w² + uw(λ + 1/λ).

Subtracting the first from the second gives u² − u1² + uw/λ = 0, hence

λ = −uw/(u² − u1²).

For a weakened bond, |u1| < |u|, this decays if u² − u1² > |uw|. That requires |u| > |w|, a weak cut. Inserting λ in the first condition gives

ε² = u1² + w² − u²w²/(u² − u1²)
= u1² [1 − w²/(u² − u1²)].   (14)

Since λ has the opposite sign to uw, the two levels ±ε lie in the gap. For a strengthened bond, the same λ can give states outside the bands, at either kind of cut.

Q: Then a weak cut with a damaged first bond also has gap states. How close to the middle can they come?

A: As close as one likes, but only by making u1 small, which amounts to cutting the strong bond too. In the example, u = −4.0 eV and w = −1.5 eV at a weak cut. With u1 = −3.5 eV there is no end state, since 16.0 − 12.25 = 3.75 is less than |uw| = 6.0, all in eV². With u1 = −1.0 eV, (14) gives

ε = ±1.0 eV × √(1 − 2.25/15.0) = ±0.922 eV.

With u1 = −0.10 eV the levels are at ±0.093 eV. In the limit, A_1 separates, and B_1 becomes the end of a chain whose strong bond has been cut. The two orbitals at ε = 0 are then the isolated A_1 and the end state starting at B_1.

This also describes capping. Start from a strong cut and attach one more orbital, with the same site energy, to the bare end. The attached orbital plays the part of A_1 and the new bond that of u1. If the new bond is strong enough that u² − u1² ≤ |uw|, no gap state remains. In this example that means a bond of at least √10 eV, about 3.2 eV.

Q: Any chain I can make or compute is finite. Do two ends still give states at exactly midgap?

A: Take N cells, with a strong bond cut at both ends. Let s = −u/w. The left state L has A_j = α s^{j−1}, and the right state R has B_j = α s^{N−j}, where α² = (1 − r²)/(1 − r^{2N}). Neither has an energy of its own, because each lives on one kind of site. Their coupling is

⟨L|H|R⟩ = Σ_j A_j (u B_j + w B_{j−1}).

For j ≥ 2 the bracket is α s^{N−j}(u + ws), which is zero by the definition of s. For j = 1, B_0 = 0 leaves u B_1. The coupling is therefore α² u s^{N−1}, of modulus α² |w| r^N. Two states at equal energy with this coupling separate by twice its modulus. The couplings of L and R to the band states are also of order r^N, but those states lie at a finite energy distance, so they change the levels only at order r^{2N} or beyond. To leading order in r^N,

splitting = 2 |w| (1 − r²) r^N.   (15)

For six cells this is 2 × 4.0 eV × 0.859 × 0.375⁶ = 19.1 meV, and diagonalizing the 12-site matrix gives the same to three digits. The levels approach midgap exponentially with length. Formula (15) needs a chain long compared with the decay length, and the two levels lie inside the gap only if |w/u| > 1 + 1/N. With hoppings of −2.9 and −3.1 eV, a chain of 14 cells with strong cuts at both ends has no gap state, while one of 16 cells has two.

Q: And if I remove the last site, B_N, from such a chain, so that the number of sites is odd?

A: There is then one more A site than B sites. The zero-energy solution on the A sites satisfies every equation, whatever the hoppings, and no normalizability condition intervenes because the chain is finite. One end cuts a w bond and the other a u bond. The solution is largest at the end where the stronger bond was cut. The count guarantees the state, and the criterion tells at which end it sits.

Q: Everything so far relies on hopping between nearest neighbours. What does a small second-neighbour hopping do?

A: It removes the mirror symmetry of the bands, so the state is no longer tied to the middle of the gap. Let p join A_j to A_{j+1} and B_j to B_{j+1}. At a strong cut with |p| < |w|/2, the energy can be found in closed form. Seek a solution with B_j = κA_j, and set A_0 = 0 to express the missing neighbours. The equations are

εA_j = uκA_j + wκA_{j−1} + p(A_{j−1} + A_{j+1})

εκA_j = uA_j + wA_{j+1} + pκ(A_{j−1} + A_{j+1}).

Choose κ to satisfy p(1 + κ²) = −wκ, with |κ| < 1. This is possible for the stated range of p. Replacing wκ in the first equation gives

p(A_{j+1} − κ²A_{j−1}) = (ε − uκ)A_j.

Multiply the second equation by κ and replace wκ in the same way. The result is

p(A_{j+1} − κ²A_{j−1}) = (uκ − εκ²)A_j.

The two agree if ε(1 + κ²) = 2uκ. Since κ/(1 + κ²) = −p/w,

ε = −2pu/w.   (16)

The recursion becomes A_{j+1} = −(u/w)(1 − κ²)A_j + κ²A_{j−1}. Its characteristic polynomial is

λ² + (u/w)(1 − κ²)λ − κ².

This is negative at λ = 0 and positive at λ = ±1 when |u| < |w|. Both roots therefore have modulus below one, and the state decays.

For p = 0.20 eV, (16) gives −2 × 0.20 eV × 0.375 = −0.150 eV. Diagonalizing a chain of 401 sites puts the gap edges at −2.90 and 2.10 eV. The middle of the gap has moved to −0.40 eV, so the end state is 0.25 eV above it.

Q: You have treated electrons as independent. Two electrons in a state this compact must repel each other strongly.

A: They do, and the effect can be comparable with the gap. Add the energy V(n↑ − ½)(n↓ − ½) on each site, where n↑ and n↓ are the occupations by the two spins. Compared with Vn↑n↓, this only adds a constant and an energy proportional to the number of electrons. Both cancel in the difference between addition and removal energies.

Consider a chain with one end state ψ, a filled lower band, and one electron in ψ. By the mirror symmetry, the lower band puts (1 − ψ_i²)/2 electrons of each spin on site i. The average of n − ½ is then +ψ_i²/2 for the spin that occupies ψ, and −ψ_i²/2 for the other. To first order in V, the energy is −(V/4)Σψ_i⁴. With zero or two electrons in ψ the two factors have equal signs, and the energy is +(V/4)Σψ_i⁴. The addition energy minus the removal energy is therefore

V Σψ_i⁴ (¼ + ¼ + ½) = V Σψ_i⁴.

For the half-infinite chain,

Σψ_i⁴ = (1 − r²)²(1 + r⁴ + r⁸ + ...)
= (1 − r²)²/(1 − r⁴) = (1 − r²)/(1 + r²).

This is 0.753 in the example. With V = 5.0 eV, the separation is 3.77 eV to first order. Exact diagonalization of the interacting problem with one end state gives 3.72 eV on seven sites and 3.71 eV on nine or eleven. Six sites with weak cuts at both ends, hence no end state, give 6.75 eV. That value depends strongly on length: without repulsion the six-site gap is already 6.03 eV rather than 5.0 eV, and with repulsion it falls to 6.12 eV on twelve sites and is still falling.

So the single midgap level does not mean that an electron is both added and removed at ε = 0. Temperature matters much less: the thermal energy at 300 K is 26 meV, against half a gap of 2.5 eV. It does exceed the 19 meV splitting of the six-cell chain.

Q: Where does this touch a real surface, say a covalent semiconductor that has been cleaved or wet-etched?

A: In a tetrahedral semiconductor, the strong hopping stands for the bond between two hybrid orbitals on neighbouring atoms, and the weak one for the coupling of two hybrids on one atom. Roughly, these are a few eV and one or two eV, so the example's hoppings are of a reasonable size. Cleavage separates atoms and so cuts the strong kind, and the end state is the model's dangling bond. The chain keeps only two of the four hybrids on each atom, and its gap of 5.0 eV is far above the 1.1 eV of silicon. With all four hybrids and the same two hoppings, the weak hopping couples each hybrid to three others on its atom, and the mirror symmetry about ε = 0 is lost. The gap is 2.0 eV wide and runs from −2.5 to −0.5 eV, so ε = 0 lies above it. The dangling bonds of an unreconstructed (111) face form a band from about −1.1 to +0.4 eV, most of it above the gap, so nothing ties the level to midgap. The chain therefore shows the mechanism. It does not predict a spectrum, or guarantee that a real dangling-bond level lies in the gap. The repulsion of 5.0 eV is likewise a model value, and screening by the other electrons of a semiconductor would lower it. With V = 1.0 eV the first-order separation would be 0.75 eV.

Real surfaces also break the assumption of isolated ends. If two equal chains are joined by a hopping τ between their end sites, the even and odd combinations see end shifts of +τ and −τ. For τ = 0.50 eV, (13) puts their levels at ±0.429 eV instead of zero. Hydrogen left by a wet etch corresponds to the capping orbital, though its energy differs from that of a hybrid, so the 3.2 eV threshold does not carry over to it.
